# Spin Pumping and Gilbert Damping in a Precessing Magnetic Film: a numerical check

```python
"""Spin pumping by a precessing magnetic film and its Gilbert damping.

Result under test: a film with spin direction s(t) emits, per area,
    I = (hbar/4 pi) (g_r s x ds/dt + g_i ds/dt),
    g = g_r + i g_i = sum over channels of (1 - r_up conj(r_dn)),
and, with a perfect spin sink, its damping grows by
    alpha' = gamma hbar g_r / (4 pi M_s d).
r_up, r_dn: reflection amplitudes for spin along and against s;
M_s: magnetization; d: film thickness; gamma: gyromagnetic ratio.
Microscopic model: free electrons, spin-dependent potential in the film,
hard wall (vacuum) behind it. Lengths in nm and energies in eV there.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp

hbar, e, me, kB = const.hbar, const.e, const.m_e, const.k
muB = const.physical_constants["Bohr magneton"][0]
kinetic = hbar**2 / (2 * me) / e * 1e18       # hbar^2/2m in eV nm^2
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
unit = np.eye(2, dtype=complex)
zhat = np.array([0.0, 0.0, 1.0])

# ---- inputs: rough copper values, round magnet parameters
a_cu = 0.361            # nm, fcc lattice constant
sigma_cu = 5.0e7        # S/m
lam_cu = 300.0          # nm, spin-diffusion length
L_cu = 10.0             # nm, copper thickness
Ms = 8.0e5              # A/m
d_film = 5.0            # nm
alpha0 = 0.005          # damping without pumping
U_maj, U_min = 1.0, 3.0  # eV, potential steps for the two spins
freq = 10e9             # Hz
cone = np.radians(5.0)
temperature = 300.0     # K
sigma_f = 4.0e6         # S/m, conductivity of the magnet
A_ex = 1.0e-11          # J/m, exchange stiffness
omega = 2 * np.pi * freq
gamma = 2 * muB / hbar  # g-factor 2

density = 4 / a_cu**3                         # one electron per atom
kF = (3 * np.pi**2 * density)**(1 / 3)
EF = kinetic * kF**2
g_sharvin = kF**2 / (4 * np.pi)


def log_derivative(K, d):
    """K cot(K d), written so that evanescent waves do not overflow."""
    phase = np.exp(2j * K * d)
    return 1j * K * (phase + 1) / (phase - 1)


def reflect_film(k, U, d):
    K = np.sqrt(k**2 - U / kinetic + 0j)
    q = log_derivative(K, d) / k
    return (1j + q) / (1j - q)


def reflect_interface(k, U):
    K = np.sqrt(k**2 - U / kinetic + 0j)
    return (k - K) / (k + K)


def projectors(s):
    sn = np.einsum("i,iab->ab", s, pauli)
    return (unit + sn) / 2, (unit - sn) / 2


# ---- test 1: finite-frequency wave matching against the pumping law
def emitted(E0, w, theta, d):
    """Spin current (eV) and hbar * power (eV^2) of one channel.

    Rotating frame: static magnet, extra term -(w/2) sigma_z everywhere,
    w = hbar omega. Only spin-down is occupied in the emitting window."""
    s = np.array([np.sin(theta), 0, np.cos(theta)])
    Pp, Pm = projectors(s)
    H = U_maj * Pp + U_min * Pm - w / 2 * pauli[2]
    val, vec = np.linalg.eigh(H)
    spin_sign = np.array([1.0, -1.0])
    filled = np.diag([0.0, 1.0]).astype(complex)
    x, weight = np.polynomial.legendre.leggauss(8)
    current, power = np.zeros(3), 0.0
    for xi, wi in zip(x, weight):
        eps = E0 + w / 2 * xi
        K = np.sqrt((eps - val) / kinetic + 0j)
        Q = (vec * log_derivative(K, d)) @ vec.conj().T
        k = np.sqrt((eps + spin_sign * w / 2) / kinetic)
        q = Q / np.sqrt(np.outer(k, k))
        S = np.linalg.solve(1j * unit - q, 1j * unit + q)
        assert np.allclose(S @ S.conj().T, unit, atol=1e-10)
        N = S @ filled @ S.conj().T - filled
        step = wi * w / 2
        current += step * np.einsum("iab,ba->i", pauli, N).real / (4 * np.pi)
        lab_energy = eps + spin_sign * w / 2
        power += step * np.sum(lab_energy * np.diag(N).real) / (2 * np.pi)
    return current, power


E_test, th_test, d_test = 5.0, 0.7, 1.5
k_test = np.sqrt(E_test / kinetic)
ru = reflect_film(k_test, U_maj, d_test)
rd = reflect_film(k_test, U_min, d_test)
g1 = 1 - ru * np.conj(rd)
s_test = np.array([np.sin(th_test), 0, np.cos(th_test)])
turn = np.cross(zhat, s_test)                 # (ds/dt)/omega
law = (g1.real * np.cross(s_test, turn) + g1.imag * turn) / (4 * np.pi)
err_spin, err_power = [], []
for w in (1e-3, 1e-4):
    current, power = emitted(E_test, w, th_test, d_test)
    err_spin.append(np.linalg.norm(current / w - law) / np.linalg.norm(law))
    gilbert = g1.real * np.sin(th_test)**2 / (4 * np.pi)
    err_power.append(abs(power / w**2 / gilbert - 1))
assert err_spin[1] < 2e-3 and err_spin[1] < 0.2 * err_spin[0]
assert err_power[1] < 2e-3

# ---- test 2: spin accumulation in the lead, returned current
Pp, Pm = projectors(s_test)
S_frozen = ru * Pp + rd * Pm
mu = np.cross(s_test, np.array([0.3, 0.8, -0.2]))   # normal to s
bias = np.einsum("i,iab->ab", mu, pauli)
change = S_frozen @ bias @ S_frozen.conj().T - bias
back = np.einsum("iab,ba->i", pauli, change).real / (8 * np.pi)
back_law = -(g1.real * mu - g1.imag * np.cross(s_test, mu)) / (4 * np.pi)
assert np.allclose(back, back_law, atol=1e-12)

# ---- test 3: channel sums; finite film tends to the single interface
n_k = 20000
k_grid = (np.arange(n_k) + 0.5) * kF / n_k
k_weight = k_grid * (kF / n_k) / (2 * np.pi)  # channels per nm^2


def g_film(d):
    r_u = reflect_film(k_grid, U_maj, d)
    r_d = reflect_film(k_grid, U_min, d)
    return np.sum(k_weight * (1 - r_u * np.conj(r_d)))


g_int = np.sum(k_weight * (1 - reflect_interface(k_grid, U_maj)
                           * np.conj(reflect_interface(k_grid, U_min))))


def rms_deviation(d_lo, d_hi):
    dev = [g_film(d).real / g_int.real - 1 for d in np.linspace(d_lo, d_hi, 41)]
    return np.sqrt(np.mean(np.square(dev)))


rms_thin, rms_thick = rms_deviation(2, 4), rms_deviation(20, 40)
assert rms_thick < 0.03 and rms_thick < 0.3 * rms_thin


def damping(g, d):
    """alpha' for g in nm^-2 and d in nm."""
    return gamma * hbar * g * 1e18 / (4 * np.pi * Ms * d * 1e-9)


d_fit = np.geomspace(10, 60, 40)
alpha_fit = [damping(g_film(d).real, d) for d in d_fit]
slope = np.polyfit(np.log(d_fit), np.log(alpha_fit), 1)[0]
assert abs(slope + 1) < 0.03


# ---- test 4: ring-down with the torque taken from the trace formula
def ringdown(d):
    """Measured and predicted decay rates of tan(theta/2), gamma B = 1."""
    r_u = reflect_film(k_grid, U_maj, d)
    r_d = reflect_film(k_grid, U_min, d)
    half = k_weight * (r_u - r_d) / 2
    sum_u, sum_d = np.sum(half * r_u.conj()), np.sum(half * r_d.conj())
    eta = damping(1.0, d)
    products = np.einsum("iab,jbc->ijac", pauli, pauli)

    def rate(t, s):
        P_plus, P_minus = projectors(s)
        T = sum_u * P_plus + sum_d * P_minus
        J = (1j * np.einsum("ijac,ca->ij", products, T)).real
        cross = np.array([[0, -s[2], s[1]], [s[2], 0, -s[0]],
                          [-s[1], s[0], 0]])
        return np.linalg.solve(np.eye(3) + alpha0 * cross + eta * J,
                               -np.cross(s, zhat))

    start = -np.array([np.sin(0.8), 0, np.cos(0.8)])   # s = -m
    t_end = 30.0
    sol = solve_ivp(rate, (0, t_end), start, method="DOP853",
                    rtol=1e-10, atol=1e-12)
    end = sol.y[:, -1]
    theta_end = np.arctan2(np.hypot(end[0], end[1]), -end[2])
    measured = -np.log(np.tan(theta_end / 2) / np.tan(0.4)) / t_end
    g = g_film(d)
    scale = 1 + eta * g.imag
    a_eff = (alpha0 + eta * g.real) / scale
    return measured, a_eff / scale / (1 + a_eff**2)


for d in (2.0, d_film):
    rate_sim, rate_law = ringdown(d)
    assert abs(rate_sim / rate_law - 1) < 1e-5

# ---- test 5: backflow from diffusive copper, numerical against series law
C = const.h * sigma_cu / (2 * e**2) * 1e-9    # nm^-1
states = 1.5 * density * 1e27 / (EF * e)      # per J m^3, both spins
D = sigma_cu / (e**2 * states)                # m^2/s
tau_sf = (lam_cu * 1e-9)**2 / D
mfp = 3 * D / (hbar * kF * 1e9 / me) * 1e9    # nm
Lam = lam_cu / np.sqrt(1 + 1j * omega * tau_sf)


def g_numeric(g, absorber, n=400):
    h = L_cu / n
    M = np.zeros((n + 1, n + 1), dtype=complex)
    for j in range(n):                        # flux between neighbours
        M[j, j] += C / h
        M[j + 1, j + 1] += C / h
        M[j, j + 1] -= C / h
        M[j + 1, j] -= C / h
    cell = np.full(n + 1, h)
    cell[[0, -1]] = h / 2
    M += np.diag(C * cell / Lam**2)           # spin flip and time change
    M[0, 0] += g
    rhs = np.zeros(n + 1, dtype=complex)
    rhs[0] = g
    if absorber:
        M[-1, :] = 0
        M[-1, -1] = 1
    return g * (1 - np.linalg.solve(M, rhs)[0])


G_closed = C / Lam * np.tanh(L_cu / Lam)
G_absorb = C / Lam / np.tanh(L_cu / Lam)
g_closed = 1 / (1 / g_int.real + 1 / G_closed)
g_absorb = 1 / (1 / g_int.real + 1 / G_absorb)
assert abs(g_numeric(g_int.real, False) / g_closed - 1) < 1e-5
assert abs(g_numeric(g_int.real, True) / g_absorb - 1) < 1e-5

# ---- worked example and neglected effects
alpha_p = damping(g_int.real, d_film)
width = 2 * alpha_p * omega / gamma
js = hbar / (4 * np.pi) * g_int.real * 1e18 * omega * np.sin(cone)**2
js_charge = 2 * e / hbar * js / 1e4           # A/cm^2
d_m = d_film * 1e-9
eddy = gamma * const.mu_0**2 * Ms * sigma_f * d_m**2 / 3
twist = Ms * d_m**2 * alpha_p * omega / (4 * A_ex * gamma)

print(f"copper lattice constant (rough) = {a_cu:.3f} nm")
print(f"copper conductivity (rough) = {sigma_cu:.2e} S/m")
print(f"copper spin-diffusion length (rough) = {lam_cu:.0f} nm")
print(f"copper thickness = {L_cu:.0f} nm")
print(f"magnetization = {Ms/1e3:.0f} kA/m")
print(f"film thickness = {d_film:.1f} nm")
print(f"damping without pumping = {alpha0:.4f}")
print(f"potential steps, majority and minority = {U_maj:.1f}, {U_min:.1f} eV")
print(f"frequency = {freq/1e9:.1f} GHz")
print(f"cone angle = {np.degrees(cone):.1f} degrees")
print(f"gyromagnetic ratio = {gamma:.4e} rad/(s T)")
print(f"copper electron density = {density:.2f} nm^-3")
print(f"copper Fermi wavevector = {kF:.3f} nm^-1")
print(f"copper Fermi energy = {EF:.3f} eV")
print(f"channels per area and spin = {g_sharvin:.3f} nm^-2")
print(f"interface g_r = {g_int.real:.3f} nm^-2")
print(f"interface g_i = {g_int.imag:.4f} nm^-2")
print(f"added damping, perfect sink = {alpha_p:.3e}")
print(f"total damping, perfect sink, g_i dropped = {alpha0+alpha_p:.3e}")
print(f"added full linewidth in field = {width*1e3:.3f} mT")
print(f"dc spin current = {js:.3e} J/m^2")
print(f"dc spin current times 2e/hbar = {js_charge:.3e} A/cm^2")
for d in (2.0, 5.0, 10.0, 20.0):
    print(f"d = {d:.0f} nm: added damping, interface g = "
          f"{damping(g_int.real, d):.3e}, film g = "
          f"{damping(g_film(d).real, d):.3e}")
print(f"rms deviation of film g_r, 2-4 nm = {100*rms_thin:.2f} %")
print(f"rms deviation of film g_r, 20-40 nm = {100*rms_thick:.2f} %")
print(f"log-log slope of added damping, 10-60 nm = {slope:.4f}")
print(f"wave matching, spin error at 1 meV = {err_spin[0]:.1e}")
print(f"wave matching, spin error at 0.1 meV = {err_spin[1]:.1e}")
print(f"wave matching, power error at 0.1 meV = {err_power[1]:.1e}")
print(f"ring-down rate / (gamma B), 5 nm, simulated = {rate_sim:.6e}")
print(f"ring-down rate / (gamma B), 5 nm, predicted = {rate_law:.6e}")
print(f"relative shift of gamma from g_i = "
      f"{-damping(g_int.imag, d_film):.2e}")
print(f"copper diffusion constant = {D*1e4:.1f} cm^2/s")
print(f"copper mean free path = {mfp:.1f} nm")
print(f"copper spin-flip time = {tau_sf*1e12:.2f} ps")
print(f"omega times spin-flip time = {omega*tau_sf:.3f}")
print(f"G_N of closed copper, real part = {G_closed.real:.4f} nm^-2")
print(f"G_N of copper with absorber, real part = {G_absorb.real:.2f} nm^-2")
print(f"g_eff, closed copper = {g_closed.real:.4f} nm^-2")
print(f"g_eff, copper with absorber = {g_absorb.real:.3f} nm^-2")
print(f"added damping, closed copper = {damping(g_closed.real, d_film):.2e}")
print(f"added damping, copper with absorber = "
      f"{damping(g_absorb.real, d_film):.3e}")
print(f"magnet conductivity (round) = {sigma_f:.1e} S/m")
print(f"eddy-current damping, upper estimate = {eddy:.1e}")
print(f"exchange stiffness (round) = {A_ex*1e12:.0f} pJ/m")
print(f"twist across film / precession amplitude = {twist:.1e}")
print(f"kT / Fermi energy at {temperature:.0f} K = "
      f"{kB*temperature/e/EF:.1e}")
print(f"hbar omega / exchange splitting = "
      f"{hbar*omega/e/(U_min-U_maj):.1e}")
print("PASS")
```

Printed output:

```
copper lattice constant (rough) = 0.361 nm
copper conductivity (rough) = 5.00e+07 S/m
copper spin-diffusion length (rough) = 300 nm
copper thickness = 10 nm
magnetization = 800 kA/m
film thickness = 5.0 nm
damping without pumping = 0.0050
potential steps, majority and minority = 1.0, 3.0 eV
frequency = 10.0 GHz
cone angle = 5.0 degrees
gyromagnetic ratio = 1.7588e+11 rad/(s T)
copper electron density = 85.02 nm^-3
copper Fermi wavevector = 13.604 nm^-1
copper Fermi energy = 7.051 eV
channels per area and spin = 14.726 nm^-2
interface g_r = 13.059 nm^-2
interface g_i = -2.1872 nm^-2
added damping, perfect sink = 4.819e-03
total damping, perfect sink, g_i dropped = 9.819e-03
added full linewidth in field = 3.443 mT
dc spin current = 5.230e-08 J/m^2
dc spin current times 2e/hbar = 1.589e+04 A/cm^2
d = 2 nm: added damping, interface g = 1.205e-02, film g = 1.276e-02
d = 5 nm: added damping, interface g = 4.819e-03, film g = 4.564e-03
d = 10 nm: added damping, interface g = 2.409e-03, film g = 2.484e-03
d = 20 nm: added damping, interface g = 1.205e-03, film g = 1.193e-03
rms deviation of film g_r, 2-4 nm = 7.82 %
rms deviation of film g_r, 20-40 nm = 0.87 %
log-log slope of added damping, 10-60 nm = -1.0014
wave matching, spin error at 1 meV = 1.5e-03
wave matching, spin error at 0.1 meV = 1.5e-04
wave matching, power error at 0.1 meV = 1.9e-05
ring-down rate / (gamma B), 5 nm, simulated = 9.574871e-03
ring-down rate / (gamma B), 5 nm, predicted = 9.574871e-03
relative shift of gamma from g_i = 8.07e-04
copper diffusion constant = 172.5 cm^2/s
copper mean free path = 32.9 nm
copper spin-flip time = 5.22 ps
omega times spin-flip time = 0.328
G_N of closed copper, real part = 0.0717 nm^-2
G_N of copper with absorber, real part = 64.56 nm^-2
g_eff, closed copper = 0.0713 nm^-2
g_eff, copper with absorber = 10.862 nm^-2
added damping, closed copper = 2.63e-05
added damping, copper with absorber = 4.008e-03
magnet conductivity (round) = 4.0e+06 S/m
eddy-current damping, upper estimate = 7.4e-06
exchange stiffness (round) = 10 pJ/m
twist across film / precession amplitude = 8.6e-04
kT / Fermi energy at 300 K = 3.7e-03
hbar omega / exchange splitting = 2.1e-05
PASS
```
